# The surface charge that cancels the field inside a polar slab, part 1

(Sections cited here and not found follow in the later parts.)

A model rocksalt crystal with lattice constant 4.0 Å and point ions of charge $\pm 2e$, cut into a slab with (111) faces, has an electrostatic potential that falls by 60.32 V across every cation–anion bilayer, however thick the slab is. A direct Coulomb sum over the ions shows that the fall disappears when a fraction 0.5000 of the charge of each outer plane is removed. The same sum for an ideal wurtzite slab with (0001) faces gives 0.2500, for the other possible cut of that crystal 0.7500, and for a distorted wurtzite 0.2000. All four are values of one ratio of lengths, $f = R_1/(R_1+R_2)$. The program that produced these numbers, and its output, are printed after the text.

## Model, conventions and units

The algebra is in atomic units, in which the elementary charge $e$ and $4\pi\varepsilon_0$ equal 1, so that Poisson's equation reads $\nabla^2 V = -4\pi\rho$ and the field is $\mathbf E = -\nabla V$. The axis $z$ is the surface normal, and "bottom" and "top" mean small and large $z$. To obtain volts from a formula for a potential, with charges per area in $e/\text{Å}^2$ and lengths in Å, one multiplies by $k_e = e^2/4\pi\varepsilon_0 = 14.3996$ eV Å. The same factor turns a formula for an energy per area into eV/Å$^2$.

The slab has $2N$ atomic planes, numbered $j = 0, 1, \dots, 2N-1$ from the bottom, infinite in $x$ and $y$. Each plane holds ions of one kind, one ion per two-dimensional cell of area $A$. The charge per area of plane $j$ is $\sigma_j = (-1)^j\sigma$, with $\sigma = Z/A > 0$ for ions of charge $\pm Z$. The lowest plane is thus taken positive. If it is an anion plane, every charge, field, dipole and potential below changes sign, while $f$ and the energies stay as they are.

The spacings alternate. The gap from plane 0 to plane 1 is $R_1$, from plane 1 to plane 2 is $R_2$, and the repeat distance is $d = R_1 + R_2$:

$$z_{2k} = kd, \qquad z_{2k+1} = kd + R_1, \qquad k = 0, \dots, N-1. \tag{1}$$

The labels are fixed by the termination and have nothing to do with size: $R_1$ is the gap between an outer plane and its neighbour, and $R_2$ is the kind of gap that was cut to make the surfaces. The slab contains $N$ gaps of width $R_1$ and $N-1$ gaps of width $R_2$, so its thickness is

$$L = z_{2N-1} = N R_1 + (N-1)R_2 = Nd - R_2. \tag{2}$$

The planes are rigid, the interior has the bulk structure, and no field is applied from outside. The slab has as many positive as negative planes and is neutral.

## The potential of one lattice plane

A plane of point charges $q$ at height $z_j$, at lateral positions $\mathbf R + \mathbf s$ with $\mathbf R$ running over the two-dimensional lattice, has a density periodic in the lateral coordinate $\mathbf r$. Its Fourier series runs over the reciprocal vectors $\mathbf G$, and the coefficient of each term is the integral of $q\,\delta^2(\mathbf r - \mathbf s)\,e^{-i\mathbf G\cdot\mathbf r}$ over one cell divided by $A$:

$$\rho(\mathbf r, z) = \frac{q}{A}\,\delta(z - z_j)\sum_{\mathbf G} e^{i\mathbf G\cdot(\mathbf r - \mathbf s)}. \tag{3}$$

Writing $V = \sum_{\mathbf G} v_G(z)\,e^{i\mathbf G\cdot(\mathbf r-\mathbf s)}$, the lateral Laplacian gives $-G^2$, and Poisson's equation separates into

$$v_G'' - G^2 v_G = -4\pi\frac{q}{A}\,\delta(z - z_j). \tag{4}$$

For $G \neq 0$ the solution that stays bounded on both sides is $v_G = C e^{-G|z-z_j|}$. Its slope jumps from $+GC$ to $-GC$ at the plane, a jump of $-2GC$, and integrating (4) across the plane requires the jump to be $-4\pi q/A$. Hence $C = 2\pi q/(AG)$. For $G = 0$ the function is linear on each side with the same jump in slope. An isolated plane is symmetric under reflection in itself, so the slopes are equal and opposite, $\mp 2\pi q/A$. Any further linear term would be an applied field, which is excluded. With $\sigma_j = q/A$,

$$V(\mathbf r, z) = -2\pi\sigma_j|z - z_j| + \sum_{\mathbf G\neq 0}\frac{2\pi\sigma_j}{G}\,e^{-G|z - z_j|}\,e^{i\mathbf G\cdot(\mathbf r - \mathbf s)}, \tag{5}$$

up to a constant. Averaging over $\mathbf r$ removes every $\mathbf G\neq 0$ term exactly and leaves the potential of a uniform sheet. The harmonics enter the potential at a definite point, such as an ion site, and through it the energy of the ions, and there only nearby planes contribute. All the crystals below have hexagonal planes with lattice constant $a_h$. Their lattice rows are $a_h\sin 60^\circ = \sqrt3\,a_h/2$ apart, so the shortest reciprocal vector has length $G = 2\pi/(\sqrt3 a_h/2) = 4\pi/(\sqrt3 a_h)$. Rocksalt, zincblende and ideal wurtzite all have $d = a_h\sqrt{2/3}$, as the geometry section shows, so $Gd = 4\pi\sqrt2/3 = 5.924$ and the slowest harmonic falls by a factor $e^{-5.924}$ per bilayer.

From here on $V(z)$, $E(z) = -V'(z)$ and $\bar\rho(z)$ are planar averages. Each sheet below $z$ contributes $+2\pi\sigma_j$ to $E(z)$ and each sheet above contributes $-2\pi\sigma_j$. Let $Q(z) = \int_{-\infty}^{z}\bar\rho\,dz'$ be the charge per area below $z$. In a neutral slab the charge above is $-Q(z)$, so

$$E(z) = 2\pi Q(z) - 2\pi\,[-Q(z)] = 4\pi Q(z). \tag{6}$$

Outside the slab $Q = 0$ on both sides, the field vanishes and the potential is constant. The two constants need not be equal. Integrating (6) across the slab and then by parts, with $Q' = \bar\rho$ and a boundary term $zQ$ that vanishes at both ends,

$$V_{\rm top} - V_{\rm bottom} = -4\pi\int Q\,dz = -4\pi\big[zQ\big] + 4\pi\int z\,\bar\rho\,dz = 4\pi D, \tag{7}$$

where $D = \int z\bar\rho\,dz$ is the dipole moment per area, independent of the origin because the slab is neutral.

Inside a crystal $E(z)$ oscillates on the atomic scale. The macroscopic field is its average over one period,

$$\bar E(z) = \frac1d\int_{z-d/2}^{z+d/2}E(z')\,dz' = \frac{V(z - d/2) - V(z + d/2)}{d}. \tag{8}$$

Where $E$ is periodic, $\bar E$ does not depend on $z$, and $\bar E d$ is the drop of the potential between any two points one period apart.

## The bare slab

In a gap of type $R_1$, above plane $2k$, there lie below $z$ exactly $k$ complete bilayers of zero charge and one positive plane, so $Q = \sigma$. In a gap of type $R_2$ only complete bilayers lie below, so $Q = 0$. By (6) the field is $4\pi\sigma$ in the $R_1$ gaps and zero in the $R_2$ gaps. Each bilayer is a charged capacitor, and all the capacitors point the same way. One period contains one gap of each kind, so

$$\bar E_0 = \frac{4\pi\sigma R_1 + 0\cdot R_2}{d} = 4\pi\sigma\frac{R_1}{R_1+R_2}. \tag{9}$$

The potential falls by $4\pi\sigma R_1$ per bilayer on going up, and by $4\pi N\sigma R_1$ across the slab. Equation (7) agrees: each bilayer has the dipole $\sigma\,kd - \sigma(kd + R_1) = -\sigma R_1$, so $D = -N\sigma R_1$.

## The compensating charge

Let an extra charge per area $-\sigma'$ be placed on plane 0 and $+\sigma'$ on plane $2N-1$, which keeps the slab neutral. For every $z$ inside, $Q(z)$ is lowered by $\sigma'$, and the fields in the two kinds of gap become

$$E_1 = 4\pi(\sigma - \sigma'), \qquad E_2 = -4\pi\sigma'. \tag{10}$$

The average over a period is

$$\bar E = \frac{E_1R_1 + E_2R_2}{d} = \frac{4\pi\,[\sigma R_1 - \sigma'(R_1 + R_2)]}{d} = 4\pi\left(\sigma\frac{R_1}{d} - \sigma'\right). \tag{11}$$

This is linear in $\sigma'$ with a nonzero slope, so it has exactly one zero,

$$\sigma' = \sigma_c = f\sigma, \qquad f = \frac{R_1}{R_1 + R_2}. \tag{12}$$

The extra charge is opposite in sign to the outer plane it sits on. The outer planes then carry $\pm(1-f)\sigma = \pm\sigma R_2/d$. In the compensated slab $E_1 = 4\pi\sigma R_2/d$ and $E_2 = -4\pi\sigma R_1/d$: the potential falls by $4\pi\sigma R_1R_2/d$ in one gap and rises by the same amount in the next, a sawtooth with no slope. In the limit $R_1\to0$ cations and anions lie in one neutral plane, the stacking is not polar and $f \to 0$. In the limit $R_2\to 0$ the interior planes pair into neutral sheets, the two outer planes are left as one large capacitor, and $f\to1$ removes them entirely.

The program tests (12) symbolically. It sums the sheet potentials $-2\pi\sigma_j|z - z_j|$ of four bilayers, sets the potentials at two interior planes of the same sign equal, and obtains $f = R_1/(R_1+R_2)$.

Neutrality is part of the statement. With arbitrary extra charges $q_b$ at the bottom and $q_t$ at the top, the sheets add $2\pi q_b - 2\pi q_t$ to the interior field, and $\bar E = 0$ requires only $(q_t - q_b)/2 = \sigma_c$. A net charge $q_b + q_t \neq 0$ then shows up as a field $\pm2\pi(q_b+q_t)$ in the vacuum. Requiring the field to vanish outside as well fixes each surface charge separately, $q_t = -q_b = \sigma_c$.

### Only the total extra charge of a surface counts

Nothing in (11) used the position of the extra charge except that it lies below or above the interior. If the bottom region carries an extra density of any shape with total $q_b$, then for $z$ above that region $Q(z)$ is shifted by $q_b$, and $\bar E = 4\pi(\sigma R_1/d + q_b)$. Vacancies, adsorbed ions outside the outer plane, and electrons or holes spread over several layers therefore count in the same way, provided they stay within a region thin compared with the slab. If the compensating charge extends over a long distance, as in a space-charge layer, (12) gives its total and the field vanishes only beyond that layer.

The rule covers patterns that remove ions from more than one plane. In the octopolar termination of rocksalt (111), three quarters of the ions of the outer plane and one quarter of those of the next plane are missing. At the bottom this changes the charge by $-\tfrac34\sigma + \tfrac14\sigma = -\tfrac12\sigma$, the value needed when $R_1 = R_2$. Removing only a quarter of the outer plane leaves, by (11), the fraction $(\tfrac12 - \tfrac14)/\tfrac12 = \tfrac12$ of the bare field. The program asserts both ratios, printed as 0.0000 and 0.5000.

### Smeared planes and general repeat units

Real ions are not sheets. Replace the sheet $\sigma_j\delta(z - z_j)$ by $\sigma_j g_j(z - z_j)$, with $g_j$ localized and normalized. The difference $\sigma_j[g_j - \delta]$ is neutral and localized, so by (6) it has no field far from $z_j$, and by (7) it shifts the potential above relative to the potential below by $4\pi\sigma_j\int t\,g_j(t)\,dt$. If $g_j$ is symmetric this step is zero: the smearing changes $V$ only near the plane, in the same way in every period, and the slope is untouched even when neighbouring profiles overlap. If $g_j$ is not symmetric, the first moment is absorbed by moving $z_j$ to the centroid of the charge. Equation (12) thus holds with $R_1$ and $R_2$ measured between charge centroids, which coincide with the nuclear planes only if symmetry or the model makes them do so. The program tests the symmetric case only, not the centroid shift, by integrating the one-dimensional Poisson equation numerically for Gaussian planes of two different widths, with the extra charge divided unevenly among outer planes, subsurface planes and adlayers and differently on the two sides. It finds $f = 0.500000$ and $0.250000$ for the two example slabs.

The same argument handles a repeat unit with any number of planes. Suppose the slab is a stack of identical neutral units of thickness $d$, beginning at the bottom surface, each with dipole per area $p = \int z\bar\rho_{\rm unit}\,dz$, plus extra charges $\pm q_b$. By (7) each unit raises the potential by $4\pi p$, and by (6) the extra charge lowers it by $4\pi q_b d$ per period. The slope vanishes when

$$q_b = \frac{p}{d}, \tag{13}$$

the dipole per volume of the unit that tiles the slab. With $p = -\sigma R_1$ this is (12).

### The two cuts are complementary

A crystal with alternating gaps can be cut in either. Take the compensated slab, whose bottom plane carries $(1-f)\sigma$, remove the ions of that plane and put the charge $(1-f)\sigma$ on the negative plane above it. For every interior point $Q(z)$ is unchanged, so the field is still cancelled. The new slab begins with a plane of charge $-\sigma$ carrying an extra charge of the opposite sign and of size $(1-f)\sigma$. The fraction for the other cut is therefore

$$f' = 1 - f = \frac{R_2}{R_1 + R_2}, \tag{14}$$

as (12) gives with the labels exchanged. The extra bottom charges of the two cuts, $-f\sigma$ and $+(1-f)\sigma$, differ by one full plane, $Z/A$. A value of $f$ has no meaning until the termination is specified.

## Zero field is not zero dipole

With the extra charge on the outer planes, at $z = 0$ and $z = L$, the dipole of the slab is

$$D(\sigma') = -N\sigma R_1 + \sigma' L. \tag{15}$$

At $\sigma' = \sigma_c$, using $L = Nd - R_2$,

$$D(\sigma_c) = -N\sigma R_1 + \frac{\sigma R_1}{d}(Nd - R_2) = -\frac{\sigma R_1R_2}{d},$$

and by (7)

$$V_{\rm top} - V_{\rm bottom} = -4\pi\sigma\frac{R_1R_2}{d}. \tag{16}$$

The terms proportional to $N$ have cancelled and a step independent of thickness remains. It comes from the count of gaps: $N-1$ falls of the sawtooth are undone by $N-1$ rises, and the one remaining $R_1$ gap contributes its fall $E_1R_1 = 4\pi\sigma R_1R_2/d$. The step is the bare drop per bilayer times $1-f$, and the potential is lower outside the anion face. The program tests (16) symbolically and by quadrature for slabs of two different thicknesses. Unlike $\sigma_c$, the step depends on where the extra charge sits: moving the top charge $+\sigma_c$ outward by $\Delta$ adds $\sigma_c\Delta$ to $D$ and $4\pi\sigma_c\Delta$ to the step. It is a property of the two surfaces.

The total dipole vanishes at a different value,

$$\sigma_0 = \frac{N\sigma R_1}{L}, \qquad \sigma_0 - \sigma_c = \frac{N\sigma R_1 - \sigma_c L}{L} = -\frac{D(\sigma_c)}{L} = \frac{\sigma R_1R_2}{d\,L}. \tag{17}$$

The two agree as $L\to\infty$, with a difference that falls as $1/L$. An implementation that adjusts the surface charge until the vacuum levels on the two sides are equal finds $\sigma_0$, and by (11) leaves a reversed interior field $-4\pi\sigma R_1R_2/(dL)$.

A related shift arises in a cell that is periodic along $z$ with height $H$. Periodicity forces the potential to return to its value after a distance $H$. This is done by a uniform field $E_p$ added everywhere, whose drop $E_pH$ cancels the step: $4\pi D - E_pH = 0$. The interior field becomes $4\pi(\sigma_c - \sigma') + 4\pi D(\sigma')/H$. By (15), $D(\sigma') = D(\sigma_c) + (\sigma' - \sigma_c)L$, so the field vanishes when $(\sigma' - \sigma_c)(1 - L/H) = D(\sigma_c)/H$, that is

$$\sigma' - \sigma_c = \frac{D(\sigma_c)}{H - L} = -\frac{\sigma R_1R_2}{d\,(H-L)}. \tag{18}$$

The shift is set by the thickness $H - L$ of the vacuum. A dipole correction, which places a compensating step in the vacuum, removes $E_p$ and restores (12). The program works with isolated slabs and does not test (18).

Extra charges of size $\sigma_c = f\sigma$, opposite in sign to the outer planes they sit on, cancel the macroscopic field inside the slab but leave a potential step that does not depend on thickness. What remains is the energy of the field, how electron transfer approaches $\sigma_c$, the value of $f$ in particular crystals, and which ionic charge enters $\sigma$.

Numerical values quoted here were computed with a short program.
